\section*{How large is the Berry-curvature splitting of 2p excitons in monolayer MoS2?}

\section*{Question}

In a two-dimensional hydrogen-like exciton, the two 2p states with envelope angular momentum $m=+1$ and $m=-1$ have the same energy. In one valley of monolayer MoS$_2$ the electron and hole bands carry Berry curvature, and this degeneracy is lifted. How large is the splitting, and how does it depend on the gap, the mass and the screening?

\section*{Answer}

\subsection*{The bands and their curvature}

Take one valley and one spin species, described near its band edge by the massive Dirac Hamiltonian
\begin{equation}
H=\gamma(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z ,\qquad \gamma=\hbar v ,
\end{equation}
where $\tau=+1$ at $K$, $\tau=-1$ at $K'$, and $\Delta$ is the quasiparticle gap. The eigenvalues are $\pm\sqrt{\Delta^2/4+\gamma^2k^2}$, so a vertical electron-hole pair costs
\begin{equation}
\sqrt{\Delta^2+4\gamma^2k^2}\simeq\Delta+\frac{2\gamma^2k^2}{\Delta}.
\end{equation}
Equating the last term to $\hbar^2k^2/2\mu$ gives the reduced mass $\mu=\hbar^2\Delta/(4\gamma^2)$.

At $K$, write $\mathbf k=k(\cos\theta,\sin\theta)$, $\tan\alpha=2\gamma k/\Delta$, $c=\cos(\alpha/2)$ and $s=\sin(\alpha/2)$. The conduction and valence spinors are
\begin{equation}
|c\mathbf k\rangle=\begin{pmatrix}c\\ s\,e^{i\theta}\end{pmatrix},\qquad
|v\mathbf k\rangle=\begin{pmatrix}-s\,e^{-i\theta}\\ c\end{pmatrix}.
\end{equation}
Both are smooth at $k=0$, because $s$ vanishes there. This choice of phases fixes the meaning of $m$ below.

With the Berry connection $\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle$, the line integral of $\mathbf A$ around a circle of radius $k$ is $-2\pi s^2$ for the conduction band and $+2\pi s^2$ for the valence band. At small $k$, $s\simeq\beta k$ with $\beta=\gamma/\Delta$. Division by the area $\pi k^2$ gives
\begin{equation}
\Omega_c=-2\beta^2,\qquad \Omega_v=+2\beta^2 .
\end{equation}
The pair feels the difference, of magnitude
\begin{equation}
|\Omega|=4\beta^2=\frac{4\gamma^2}{\Delta^2}=\frac{\hbar^2}{\mu\Delta}.
\end{equation}

\subsection*{How the curvature enters the exciton}

Let the centre-of-mass momentum be zero, and let $U(r)<0$ be a static attraction with transform $U(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}U(r)$. Keep only resonant pairs and leave out exchange. With $E$ measured from the gap, the envelope $\varphi$ obeys
\begin{equation}
\left[\sqrt{\Delta^2+4\gamma^2k^2}-\Delta\right]\varphi(\mathbf k)
+\int\!\frac{d^2k'}{(2\pi)^2}\,U(\mathbf k-\mathbf k')F\,\varphi(\mathbf k')=E\varphi(\mathbf k).
\label{pair}
\end{equation}
The factor $F$ arises because scattering from $\mathbf k'$ to $\mathbf k$ must project each particle back on its band:
\begin{equation}
F=\langle c\mathbf k|c\mathbf k'\rangle\langle v\mathbf k'|v\mathbf k\rangle
=\left(cc'+ss'e^{-i\delta}\right)^2,\qquad \delta=\theta-\theta'.
\end{equation}
Both overlaps equal the expression in brackets, hence the square. Now insert $c\simeq1-\beta^2k^2/2$ and $s\simeq\beta k$, and keep order $\beta^2$:
\begin{align}
F&\simeq1-\beta^2(k^2+k'^2)+2\beta^2kk'e^{-i\delta}\nonumber\\
&=1-\beta^2|\mathbf k-\mathbf k'|^2-2i\beta^2(\mathbf k'\times\mathbf k)_z ,
\end{align}
since $kk'\cos\delta=\mathbf k\cdot\mathbf k'$ and $kk'\sin\delta=(\mathbf k'\times\mathbf k)_z$.

To return to real space, set $\mathbf q=\mathbf k-\mathbf k'$. Multiplying $U(\mathbf q)$ by $-q^2$ gives the transform of $\nabla^2U$, and multiplying it by $i\mathbf q$ gives that of $\nabla U$. Also $\mathbf k'\times\mathbf k=\mathbf k'\times\mathbf q=-\mathbf q\times\mathbf k'$, so the last term becomes
\begin{equation}
-2i\beta^2U(\mathbf q)(\mathbf k'\times\mathbf k)_z
=2\beta^2\left[i\mathbf qU(\mathbf q)\times\mathbf k'\right]_z
\;\longrightarrow\;2\beta^2\left[\nabla U\times(-i\nabla)\right]_z .
\end{equation}
For a central potential $\nabla U=(U'/r)\,\mathbf r$, and $\mathbf r\times(-i\hbar\nabla)$ has the $z$ component $L_z$. The correction from the overlaps is therefore
\begin{equation}
\delta H=\beta^2\nabla^2U+2\beta^2\,\frac{U'(r)}{r}\,\frac{L_z}{\hbar}.
\label{dH}
\end{equation}
The second term has the form of a spin-orbit coupling. It is also what follows from replacing $\mathbf r$ by $\mathbf r+\mathbf A_c-\mathbf A_v$ in $U$: the curvature displaces the pair coordinate sideways to its momentum, and the displacement costs or gains energy in the attractive field.

The first term of \eqref{dH} is isotropic and shifts both 2p states equally. So does the next term in the pair energy, which is $-(\hbar^2k^2/2\mu)^2/(2\Delta)$. Rotation symmetry forbids mixing of $m=+1$ with $m=-1$, so ordinary first-order perturbation theory applies. The eigenvalues of $L_z/\hbar$ differ by 2, and
\begin{equation}
\delta E\equiv E_{m=+1}-E_{m=-1}
=4\beta^2\left\langle\frac{U'}{r}\right\rangle_{2p}
=\frac{\hbar^2}{\mu\Delta}\left\langle\frac{U'}{r}\right\rangle_{2p}.
\label{split}
\end{equation}
An attraction has $U'>0$, so $m=-1$ lies lower at $K$. The Hamiltonian at $K'$ is the complex conjugate of that at $K$ with $\mathbf k\to-\mathbf k$. This replaces $F$ by $F^*$ and reverses the order, as time reversal requires. Without exchange, the two valleys together still have two 2p levels, each containing one state from each valley.

\subsection*{The screened force}

For a polarizable sheet with screening length $r_0$ in surroundings of relative permittivity $\kappa$, use the Rytova--Keldysh form $U(q)=-e^2/[2\varepsilon_0q(\kappa+r_0q)]$. With $C=e^2/(4\pi\varepsilon_0)$, the angular part of the inverse transform gives
\begin{equation}
U(r)=-C\int_0^\infty\!dq\,\frac{J_0(qr)}{\kappa+r_0q}
=-\frac{C}{r_0}\int_0^\infty\!dt\,\frac{e^{-\kappa t/r_0}}{\sqrt{t^2+r^2}} .
\end{equation}
The second form follows from $1/(\kappa+r_0q)=r_0^{-1}\int_0^\infty dt\,e^{-(q+\kappa/r_0)t}$ and $\int_0^\infty dq\,J_0(qr)e^{-qt}=1/\sqrt{t^2+r^2}$. Differentiation yields
\begin{equation}
rU'(r)=\frac{C}{r_0}\,r^2\!\int_0^\infty\!dt\,\frac{e^{-\kappa t/r_0}}{(t^2+r^2)^{3/2}}\le\frac{C}{r_0},
\label{force}
\end{equation}
because without the exponential the integral equals $1/r^2$. The bound is approached for $r\ll r_0/\kappa$, where the potential is logarithmic. For $r\gg r_0/\kappa$ the exponential cuts off the integral at $t\ll r$, and $U'\to C/(\kappa r^2)$, the Coulomb force.

\subsection*{Two limits with closed results}

\textit{Logarithmic limit.} Use $U'=C/(r_0r)$ and the trial state $\psi\propto r\,e^{-r/b}e^{\pm i\theta}$. The norm integral is $\int_0^\infty r^3e^{-2r/b}dr=3b^4/8$. The integral of $|\nabla\psi|^2$ is
\begin{equation}
\int_0^\infty\!\left[\left(1-\frac rb\right)^2+1\right]re^{-2r/b}dr
=\frac{b^2}{2}-\frac{b^2}{2}+\frac{3b^2}{8}=\frac{3b^2}{8},
\end{equation}
so the kinetic energy is $\hbar^2/(2\mu b^2)$. The potential energy is $(C/r_0)\ln b$ plus a constant. Setting the derivative of the sum to zero,
\begin{equation}
-\frac{\hbar^2}{\mu b^3}+\frac{C}{r_0b}=0\quad\Rightarrow\quad b^2=\frac{\hbar^2r_0}{\mu C}.
\end{equation}
Since $\langle r^{-2}\rangle=(b^2/4)/(3b^4/8)=2/(3b^2)$, equation \eqref{split} becomes
\begin{equation}
\delta E_{\log}\simeq\frac{\hbar^2}{\mu\Delta}\,\frac{C}{r_0}\,\frac{2\mu C}{3\hbar^2r_0}
=\frac23\,\frac{(C/r_0)^2}{\Delta}.
\label{log}
\end{equation}
The mass cancels: a heavier pair has less curvature but sits closer to the centre, where $U'/r$ is larger.

\textit{Coulomb limit.} With $U=-C/(\kappa r)$, the same function solves the radial equation. For $R=re^{-r/b}$,
\begin{equation}
R''+\frac{R'}{r}-\frac{R}{r^2}=\left(\frac1{b^2}-\frac{3}{br}\right)R ,
\end{equation}
and the $1/r$ terms cancel when $b=3a/2$, with $a=\hbar^2\kappa/(\mu C)$. Then $\langle r^{-3}\rangle=(b/2)/(3b^4/8)=4/(3b^3)=32/(81a^3)$, and
\begin{equation}
\delta E_{\rm C}=\frac{\hbar^2}{\mu\Delta}\,\frac C\kappa\,\frac{32}{81a^3}
=\frac{32}{81}\,\frac{\mu^2C^4}{\hbar^4\kappa^4\Delta}.
\end{equation}
This limit needs $r_0/\kappa\ll a$, and also $\beta\ll a$ for the expansion in $\beta k$, where $\beta/a=C/(4\gamma\kappa)$. With the parameters used below this ratio is 0.21 at $\kappa=4$, which is not small: for $\kappa=4$ and $r_0=0.2$ nm the formula gives 29 meV, while \eqref{pair} gives about 37 meV, a value that still rises with the momentum cutoff. For $r_0=0$ the $m=-1$ channel of \eqref{pair} has no lowest level once $C/(2\gamma\kappa)$ exceeds 0.38, that is for $\kappa$ below about 4.4. It has a strong dependence on mass and surroundings that the logarithmic limit lacks.

\subsection*{Numbers for a suspended monolayer}

Take the rough values $\Delta=2.5$ eV, $\mu=0.25\,m_e$, $r_0=4.2$ nm and $\kappa=1$. With $\hbar^2/m_e=0.0762$ eV nm$^2$,
\begin{equation}
|\Omega|=\frac{0.0762}{0.25\times2.5}=0.122\ \text{nm}^2 .
\end{equation}
The electrostatic scale is $C/r_0=1.44/4.2=0.343$ eV, and \eqref{log} gives
\begin{equation}
\delta E_{\log}\simeq\frac23\times\frac{(0.343\ \text{eV})^2}{2.5\ \text{eV}}\simeq31\ \text{meV}.
\end{equation}
Solving the logarithmic problem numerically instead of using the trial state lowers this to 27 meV.

The true 2p state has a mean radius of 2.1 nm, half of $r_0$, so the force is already below its logarithmic bound \eqref{force}. The numerical 2p state of the full screened potential, with parabolic pair energy, has $\langle U'/r\rangle=0.130$ eV/nm$^2$. Therefore
\begin{equation}
\delta E=0.122\times0.130\ \text{eV}\simeq16\ \text{meV}.
\end{equation}

The expansion in $\beta k$ can be judged from the mean of $(2\gamma k/\Delta)^2$. This is $2\langle T\rangle/\Delta=2\times0.121/2.5\simeq0.10$, where $T=\hbar^2k^2/2\mu$. Solving \eqref{pair} with the complete $F$ and the square-root pair energy gives levels at $-0.3122$ eV for $m=+1$ and $-0.3273$ eV for $m=-1$. The splitting is \textbf{15.1 meV}, 5\% below the first-order value. When $\Delta$ is multiplied by 4 and 16 at fixed $\mu$, the shortfall drops to 1.5\% and to below 0.5\%, as it should for a first-order law. Refining the momentum mesh from 200 to 320 points, with a larger cutoff, box and radial mesh, moves the splitting by 0.004 meV.

\subsection*{What moves the estimate}

With the other inputs held fixed, the full pair equation gives:
\begin{itemize}
\item 20.7 meV for $\Delta=1.8$ eV and 13.6 meV for $\Delta=2.8$ eV, close to the $1/\Delta$ law;
\item 20.7 meV for $r_0=3.5$ nm and 11.2 meV for $r_0=5.0$ nm, a slightly weaker dependence than $r_0^{-2}$;
\item 14.3 meV for $\mu=0.20\,m_e$ and 15.8 meV for $\mu=0.30\,m_e$, a weak rise that lies between the two limits above;
\item 9.6 meV for $\kappa=2$ and 4.0 meV for $\kappa=4$.
\end{itemize}
The fall with $\kappa$ is much slower than $\kappa^{-4}$. Even at $\kappa=4$ the Coulomb limit is not reached: $r_0/\kappa=1.05$ nm, while $a=0.85$ nm.

Two neglected effects were sized with assumed strengths. Trigonal warping of the pair energy, $Wk^3\cos3\theta$ with $W=0.010$ eV nm$^3$ and a smooth cutoff at 4 nm$^{-1}$, shifts the $m=+1$ level by $-0.6$ meV but changes the splitting by only 0.1 meV. Moving the cutoff between 3 and 8 nm$^{-1}$ varies this change from about 0.07 to 0.26 meV. Warping of the spinors is not included in that figure. Short-range exchange acts through the product of the conjugated conduction component and the valence component, which at $K$ is $\mp cs\,e^{-i\theta}$ for the upper and lower components. Its kernel is therefore taken as $J\,cs\,c's'\,e^{-i\delta}$, which acts on $m=-1$ and leaves $m=+1$ alone. With an assumed $J=0.03$ eV nm$^2$ it raises the $m=-1$ level of a single valley by about 0.5 meV in first order. The same kernel couples this state to its time-reversed partner, $m=+1$ at $K'$. For equal strength within and between the valleys, the lower level splits into one combination that is not shifted and one that is raised by 0.9 meV.

\subsection*{The real material}

The inputs are typical in size for MoS$_2$, but $\kappa=1$ describes a freestanding sheet. An oxide substrate, or layers of hexagonal boron nitride around the sheet, raise $\kappa$. For surroundings with $\kappa$ near 4, the model gives about 4 meV at unchanged gap and mass. Such surroundings also reduce the quasiparticle gap, which at fixed mass would raise the splitting. Remote bands alter both the mass and the curvature, so the relation $|\Omega|=\hbar^2/(\mu\Delta)$ is itself approximate; by \eqref{split}, a given fractional error in $|\Omega|$ passes directly into $\delta E$. This error can be large, because the curvature belongs to the wavefunctions and need not follow the quasiparticle gap. A two-band fit to the density-functional bands ($\gamma=0.351$ eV nm, gap 1.66 eV) gives $|\Omega|=0.18$ nm$^2$, and a three-band $d$-orbital tight-binding model gives 0.23 to 0.28 nm$^2$. With the same $\langle U'/r\rangle$ these correspond to about 23 meV and 30 to 36 meV instead of 16 meV. Dynamic screening is also left out. At 300 K the thermal energy is 26 meV, larger than the splitting, so thermal occupation alone would not single out the lower level. Resolving the pair further requires lines narrower than their separation.

Within this model the splitting is thus of order 10 meV for a suspended or weakly screened monolayer, and a few meV under strong dielectric screening. For the real material these figures scale with the curvature and may be larger by up to a factor of about two. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Quasiparticle gap (rough input): 2.50 eV
Reduced mass (rough input): 0.25 m_e
Screening length r0 (rough input): 4.20 nm
Surrounding permittivity (input): 1.0
e^2/(4 pi eps0): 1.4400 eV nm
hbar^2/m_e: 0.07620 eV nm^2
Dirac hbar*v: 0.4365 eV nm
Conduction curvature at K, plaquette: -0.06096 nm^2
Valence curvature at K, plaquette: 0.06096 nm^2
Conduction curvature at K', plaquette: 0.06096 nm^2
Pair curvature magnitude: 0.12192 nm^2
Energy scale e^2/(4 pi eps0 r0): 0.3428 eV
Trial length b, logarithmic estimate: 0.943 nm
Splitting, hand logarithmic estimate: 31.35 meV
Splitting, numerical logarithmic state: 27.28 meV
Parabolic 2p energy from gap: -0.3131 eV
Parabolic 2p mean radius: 2.137 nm
Parabolic 2p kinetic energy: 0.1208 eV
Mean (2 hbar v k/gap)^2: 0.0966
Mean U'/r in 2p: 0.13025 eV/nm^2
Splitting, first-order formula: 15.88 meV
Full 1s energy from gap: -0.5435 eV
Full 2s energy from gap: -0.2605 eV
Full 2p m=+1 energy from gap, K: -0.3122 eV
Full 2p m=-1 energy from gap, K: -0.3273 eV
Splitting, full pair equation: 15.12 meV
Convergence shift of splitting: 0.00398 meV
Convergence shift of 2p m=-1: -0.00413 meV
Convergence shift of 1s: -0.02504 meV
Full/first-order splitting, gap x 1: 0.9520
Full/first-order splitting, gap x 4: 0.9847
Full/first-order splitting, gap x 16: 0.9955
Permittivity 2: full 9.56 meV, first-order 9.80 meV
Permittivity 4: full 4.03 meV, first-order 4.01 meV
Full splitting, gap 1.8 eV, same mass: 20.68 meV
Full splitting, gap 2.8 eV, same mass: 13.56 meV
Full splitting, r0 3.5 nm: 20.66 meV
Full splitting, r0 5.0 nm: 11.17 meV
Assumed warping coefficient: 0.010 eV nm^3
Warping cutoff wavenumber: 4.0 1/nm
Warping shift of 2p m=+1: -0.606 meV
Warping change of splitting: 0.134 meV
Assumed exchange contact strength: 0.030 eV nm^2
Exchange shift of 2p m=-1: 0.455 meV
Thermal energy at 300 K: 25.85 meV
\end{verbatim}
